Phonon-Limited Heat Resistivity and Lorenz Ratio in a Simple Metallic Silicide

The electrons in a metallic silicide contact carry both its current and most of its heat. If every collision spoiled the two flows equally, the heat conductivity would follow from the resistivity through the Wiedemann–Franz law. Cold phonons do not act equally. They carry little momentum, so an electron that meets one keeps almost its old direction, but their energy is about k_B T, the same as the excess energy that makes an electron a carrier of heat. One collision can therefore undo a heat flow that many collisions are needed to undo as a current.

The model has one spherical parabolic band with n electrons per volume, mass m, Fermi wavevector k_F, velocity v_F and density of states N₀ = m k_F/(2π²ħ²) per spin. Longitudinal Debye phonons have ω = cq up to q_D < 2k_F, with ω_D = c q_D = k_BΘ/ħ. Their screened coupling is |g_q|² = D²ħq/(2ρ_m cV), where ρ_m is the mass density and V the volume. Umklapp is left out, and the phonons are held in equilibrium; both restrictions are examined below.

Let E be the electric field including the gradient of the chemical potential μ divided by e, and let the electron charge be −e. Write x = (ε−μ)/k_BT, f₀ = 1/(eˣ+1) and w = f₀(1−f₀), so that −∂f₀/∂ε = w/k_BT. Set f = f₀ + (w/k_BT)φ. To first order in the fields the drift side of the Boltzmann equation is

(w/k_BT) v·(eE + k_B x∇T).

The net rate from k to k′ is R f(1−f′) − R′f′(1−f), where R and R′ are the forward and backward rates. Detailed balance gives R f₀(1−f₀′) = R′f₀′(1−f₀) ≡ P. To first order, f/(1−f) = [f₀/(1−f₀)](1+φ/k_BT), so the net rate is P(φ−φ′)/k_BT. The collision side is minus its sum over k′, and

w v·(eE + k_B x∇T) = −Σ_k′ P(φ_k−φ_k′).

By isotropy the solution has the form

φ = −v_F k̂·[eE τ₀(x) + k_B∇T τ₁(x)].

Phonon energies are small beside the Fermi energy, so both electrons may be placed on the Fermi sphere. With scattering angle θ, q² = 2k_F²(1−cos θ), and averaging k̂′ around k̂ gives k̂ cos θ = k̂(1−q²/2k_F²). The sum over k′ becomes VN₀∫dε′∫q dq/(2k_F²). The golden-rule factor 2π|g_q|²/ħ then gives the weight

2π N₀D²q²dq/(4ρ_m c k_F²) = 2πλ(ω/ω_D)²dω,
λ = N₀D²q_D²/(4ρ_m c²k_F²).

Put t = T/Θ and ω = ω_D t|y|, where y is the electron's energy gain in units of k_BT. The weight becomes Γt³y²dy with Γ = 2πλω_D, and q²/2k_F² = bt²y² with b = q_D²/(2k_F²). Absorption (y>0) has the thermal factor f₀(x)[1−f₀(x+y)]/(e^y−1). Emission has a Bose factor plus one, which is 1/|e^y−1| for y<0. Using f₀(x) = e^(−x/2)/[2cosh(x/2)], 1−f₀(x′) = e^(x′/2)/[2cosh(x′/2)] and e^y−1 = 2e^(y/2)sinh(y/2), both cases become

K(x,x′) = 1/[8 cosh(x/2) cosh(x′/2) |sinh((x′−x)/2)|].

Cancelling the common vectors leaves, with r = 0 for charge and r = 1 for heat,

w xʳ = Γt³ ∫dy y²K(x,x+y)[τ_r(x) − (1−bt²y²)τ_r(x+y)],  |y| ≤ 1/t.

For the parameters used below, at 10 K and x = 1.3, the right-hand side agreed within 1 per cent with a golden-rule integral that keeps the finite energies of both electrons, for τ constant and for τ proportional to x.

The charge current is −e(2/V)Σvδf and the heat current is (2/V)Σ(ε−μ)vδf. The angular average of v_i v_j is v_F²δ_ij/3, and 2N₀v_F²/3 = k_F³/(3π²m) = n/m. Hence

σ = (ne²/m)∫wτ₀dx,
κ_e = (nk_B²T/m)∫w x τ₁dx.

Since K is unchanged when both energies change sign, τ₀ is even and τ₁ is odd. The cross integrals vanish in this model, so a temperature gradient drives no current and κ_e needs no open-circuit correction.

For heat at t→0, the thermal factors keep y to values of order one to ten. The angular term bt²y² becomes negligible and the limits ±1/t may go to infinity. What remains is the energy-exchange operator

Mh(x) = ∫dy y²K(x,x+y)[h(x)−h(x+y)].

Multiplying by h(x), integrating, and averaging with the same expression after exchange of x and x′ gives

∫h Mh dx = ½∬(x−x′)²K(x,x′)[h(x)−h(x′)]²dx dx′ ≥ 0.

This vanishes for constant h and for no other function. The heat source wx is odd, hence orthogonal to constants, and Mg = wx has an odd solution g free of temperature. Therefore τ₁ = g/(Γt³), and with C = ∫wxg dx,

κ_e = nk_B²TC/(mΓt³),
W = 1/κ_e = mΓT²/(nk_B²CΘ³).

The square has a simple origin. The collision rate goes as T³ from the phonon weight y²dy, while the heat capacity of the electrons supplies one factor T to κ_e. No factor for the smallness of the scattering angle appears.

For charge the source is w, which is even and overlaps the constant function. Energy exchange cannot balance it: integrating the equation over x removes the M part, because M is symmetric and gives zero on a constant. With ∫w dx = 1 this leaves

1 = Γbt⁵ ∬y⁴K(x,x+y)τ₀(x+y)dx dy.

So τ₀ is of order t⁻⁵. The remaining terms of the equation are of order t⁻³ after division by Γt³, so the part of τ₀ that varies with x is smaller by t². To leading order τ₀ is a constant,

τ₀ = 1/(ΓbAt⁵),  A = ∬y⁴K(x,x+y)dx dy.

To find A, use f₀(x)[1−f₀(x+y)] = [f₀(x)−f₀(x+y)]/(1−e^(−y)) for y>0. The integral of the difference over x is y, so ∫K dx = y e^y/(e^y−1)². Negative y contributes equally. Integration by parts then gives

A = 2∫₀^∞ y⁵e^y/(e^y−1)²dy = 10∫₀^∞ y⁴/(e^y−1)dy = 240ζ(5) = 248.86.

The resistivity is

ρ = mΓbAt⁵/(ne²).

Its two extra powers of t beyond the rate t³ are the small angle squared. In L = κ_eρ/T the factors n, m and Γ cancel:

L = (k_B²/e²)CAbt².

Dividing by L₀ = π²k_B²/(3e²),

L/L₀ = (3/π²)CAbt²  for t→0.

The constant C can be bounded by hand. For any trial h, the Cauchy–Schwarz inequality for the non-negative form of M gives (∫h wx dx)² = (∫h Mg dx)² ≤ C∫h Mh dx. With h = x the left side is (π²/3)², while the form of M gives ½∬y⁴K = A/2. Thus

C ≥ 2π⁴/(9A) = 0.08698,

and the limiting coefficient of t² in L/L₀ is at least (π²/3)(q_D/k_F)². Solving Mg = wx on an energy grid gives C = 0.13152; an expansion in six odd functions, with a separate quadrature, gives the same five digits. The true heat conductivity is thus 1.51 times the trial value. The trial amounts to one relaxation time for all energies, whereas an electron at x≫1 emits phonons at a rate proportional to ∫₀ˣy²dy = x³/3 and relaxes much faster. With the solved C,

L/L₀ = 9.95 bt².

The complete equation, with the angular term kept, tests these limits. For b = 0.921, between t = 0.0025 and 0.005 the powers of T are 4.9996 for ρ, 1.9998 for W and 1.9998 for L. Halving b at t = 0.005, with Γ fixed, multiplies ρ by 0.5001 and κ_e by 0.9999. Turning the electron matters to the current and hardly at all to the heat flow.

The opposite limit is t≫1, where |y| ≤ 1/t is small. Then K ≈ w/|y|, and energy exchange affects τ₁ less than the angular term does, by a factor of order 1/(bt²). The equation reduces to

xʳ = Γbt⁵τ_r ∫|y|³dy = Γbtτ_r/2,

because the integral from −1/t to 1/t is 1/(2t⁴). Now τ₁ = xτ₀. Since ∫wx²dx = π²/3, L returns to L₀, while ρ grows linearly with T. At T = 5Θ the complete equation gives L/L₀ = 0.995.

For numbers, take n = 2×10²² cm⁻³, 2.5×10²² cells per cm³, the free-electron mass, Θ = 500 K, λ = 0.4 and a mass density of 5 g/cm³. These round values lie in the rough regime of a metallic disilicide such as CoSi₂, without being a calculation of that compound. They give k_F = 8.398 nm⁻¹ and q_D = 11.397 nm⁻¹, hence

b = 11.397²/(2×8.398²) = 0.921.

At 10 K, t = 0.02 and

L/L₀ = 9.95×0.921×(0.02)² = 0.00367.

With Γ = 1.645×10¹⁴ s⁻¹, the limiting heat resistivity is W = 2.39×10⁻⁶ T² m/(W K), or 2.39×10⁻⁴ m K/W at 10 K. The complete equation gives κ_e = 4195 W/(m K), ρ = 2.13×10⁻⁵ µΩ cm and L/L₀ = 0.00366. Expressed as rates, heat flow decays at 3.28×10¹⁰ s⁻¹ and current at 1.20×10⁸ s⁻¹, a ratio of 273, the inverse of L/L₀.

The quadratic law for L is 2 per cent above the complete result at 30 K (0.0330 against 0.0322), 10 per cent above it at 50 K, and 57 per cent above it at 100 K. At 300 K the complete result is 0.73, and the quadratic formula, which would give 3.3, has no meaning there.

Impurities change the Lorenz ratio as soon as their elastic rate is comparable with the phonon charge rate, 1.20×10⁸ s⁻¹ at 10 K, because ρ then doubles. They change the heat conductivity appreciably only when their rate nears the phonon heat rate, which is 273 times larger. Elastic scattering with lifetime τ_i adds wτ_r/τ_i to the right-hand side. When it dominates, the heat solution to first order in the phonons is τ₁ = τ_i x − τ_i²Γt³Mx/w. Then

∫wxτ₁dx = τ_iπ²/3 − τ_i²Γt³A/2,

and its inverse, to the same order, is

3/(π²τ_i) + (9A/2π⁴)Γt³.

The first term is the impurity heat resistivity, which obeys L = L₀. The second is again a T² term in W, with 1/C replaced by 9A/(2π⁴), which is 1.51 times larger. The square thus survives in both the clean and the impure limit, but with different prefactors.

Take a residual resistivity of 0.1 µΩ cm, which is 4700 times the phonon part at 10 K. The total L/L₀ is then 0.924 at 10 K. It is lowest, 0.18, near 60 K on a scan in steps of 10 K, and it is 0.73 at 300 K. The impurity heat resistivity at 10 K is

10⁻⁹ Ω m/(2.443×10⁻⁸ V²/K² × 10 K) = 4.09×10⁻³ m K/W.

Dividing by 0.924 gives a total of 4.43×10⁻³, so the excess is 3.4×10⁻⁴ m K/W, or 1.4 times the clean phonon value, between the two limits. At 20 K the same arithmetic, with the phonon resistivity included, gives an excess of 1.15×10⁻³, which is 1.2 times the clean value. Over this interval the excess grows roughly as T^1.8, because its prefactor is drifting from the impure to the clean limit.

Phonon drag separates the two laws more sharply. If the phonons are free to shift, φ_k−φ_k′ is replaced by φ_k−φ_k′+Φ_q, where Φ_q describes their displacement. For a current with constant τ₀ and k′ = k+q, the difference φ_k−φ_k′ is v_Fτ₀eE·q/k_F. It depends on q alone, so Φ_q can cancel it entirely. With normal processes and no other phonon scattering, ρ then vanishes. The T⁵ and Lorenz laws therefore need phonons that lose momentum elsewhere.

For heat, energy conservation sets k̂·q̂ = c/v_F−q/2k_F and k̂′·q̂ = c/v_F+q/2k_F. Along q̂ the difference of electron displacements is proportional to

(c/v_F)[g(x)−g(x+y)] − (q/2k_F)[g(x)+g(x+y)].

The replacement x→−x−y leaves K unchanged and reverses the second bracket, so that term averages to zero. A phonon shift can remove the square of the average that is left, which is of order (c/v_F)² of the dissipation. For c/v_F = 0.0059 at 10 K the calculated share is 2.5×10⁻⁵, for drag driven by the electrons. Phonons driven directly by the temperature gradient belong to the lattice heat flow and the thermopower, and are not treated here.

How strongly phonons meet electrons follows from the golden rule summed over both spins. The difference of occupations integrates to ħω and the angular delta function gives 1/(2ħv_Fq), so the phonon decay rate is

(4π/ħ)|g_q|²VN₀ħω/(2ħv_Fq) = 4πλ(k_F/q_D)²(c/v_F)ω.

For a phonon of energy 5k_BT at 10 K this gives a path of 54 nm. Equilibrium phonons would thus require other momentum-losing collisions on a shorter scale, a severe condition in a clean crystal. The same rate limits the heat carried by longitudinal phonons to 0.031 W/(m K), negligible beside κ_e. Transverse phonons do not couple to electrons in this model and can carry far more. With a sound speed 0.6 times the longitudinal one and a path of 1 mm, set by the crystal size, they would add about 2300 W/(m K) at 10 K, more than half of κ_e. Any other scattering would shorten that path and reduce this heat flow in proportion.

Umklapp supplies large-angle scattering. For an fcc cell, the smallest longitudinal phonon that can join the Fermi sphere to its displaced copy has an energy equivalent to 143 K. With the same coupling and the eight shortest reciprocal vectors, the umklapp resistivity estimated with a constant τ₀ is 0.5 per cent of the normal one at 10 K but 60 per cent at 20 K. These shares assume a coupling that depends on q alone; a screened-ion coupling, which depends on the full momentum transfer, makes them about three times larger at 10 K and twice as large at 20 K with Thomas–Fermi screening, and about five and three times larger with Lindhard screening, which is weaker near a transfer of 2k_F. The figures below use Thomas–Fermi screening unless stated otherwise. Transverse phonons matter more, because they are slower and do couple to electrons in umklapp events. With the screened-ion coupling and a transverse sound speed 0.6 times the longitudinal one, their threshold is 86 K. Solving the energy-dependent equation with these events included, averaged over crystal directions, they add about three times the normal resistivity at 10 K (about four times with Lindhard screening), but less than 1 per cent at 5 K. The average overstates the first figure, because the events act only on small parts of the Fermi sphere; letting the electron distribution vary freely with direction as well as energy lowers it from about three to about 1.6. To the heat resistivity, in the same average over directions, umklapp adds only about 0.2 per cent at 10 K, 4 per cent at 15 K and 14 per cent at 20 K (0.4, 5 and 20 per cent with Lindhard screening). On this estimate the T² law of W holds within about 3 per cent up to 15 K, partly because the normal part has by then fallen about 3 per cent below the law, while the ideal Lorenz law is already spoiled at 10 K and needs about 5 K. A slower transverse branch or a Fermi surface closer to the zone boundary would lower both temperatures.

Electron-electron collisions set a floor of another kind. The rough rate (πk_BT)²/(ħε_F), with ε_F = 2.69 eV, is 4×10⁹ s⁻¹ at 10 K. That is 0.13 of the phonon heat rate but 35 times the phonon charge rate. Normal electron-electron collisions conserve the current in a parabolic band, so the second ratio is an upper size; if 3 per cent of them relaxed the current, ρ would double. Their heat rate falls as T² against T³ for phonons, so on this estimate they control W below roughly 1 K, where W becomes linear in T. With static Thomas–Fermi screening, the golden-rule rate at which these collisions degrade heat is about three times smaller without exchange and five times smaller with it, which moves this crossover to between about 0.25 and 0.45 K. All of this assumes the normal state: for λ = 0.4 and Θ = 500 K the McMillan and Allen–Dynes formulas give a superconducting transition near 1 K, and CoSi₂ superconducts a little above 1 K, so this range is reached only when a magnetic field suppresses superconductivity.

Real CoSi₂ has hole carriers and several Fermi-surface sheets, and its room-temperature resistivity is roughly 10 to 20 µΩ cm. The model gives 6.9 µΩ cm at 300 K. Its coupling D = 12.7 eV follows from the choice λ = 0.4 and is not a realistic long-wave value: screening in this band would give D = 2ε_F/3 = 1.8 eV and a λ about 50 times smaller. The clean L/L₀ does not depend on λ. The absolute rates, conductivities and path lengths at 10 K do, and so do the comparisons with impurities, surfaces and electron-electron collisions. With the weaker coupling, the rough electron-electron rate would already exceed the phonon heat rate at 10 K. In contacts, the assumption that fails first is the clean bulk. At 10 K the mean free path is 30 µm for heat and 8 mm for charge. In a film 50 nm thick with diffuse surfaces, the thickness is 600 times shorter than the bulk path for heat. Electrons moving almost parallel to the film then carry much of the flow, and the Fuchs–Sondheimer effective path is about 250 nm, still about 120 times shorter than the bulk one. A single phonon collision ends such a grazing flight for charge and heat alike, and an estimate on that basis moves L/L₀ from 0.004 to roughly 0.9. The T² law of W is then to be sought in a thick, pure crystal, as the excess over the elastic part, once the heat carried by the lattice has been separated from that of the electrons. In the model at 10 K this excess is 8 per cent of the elastic part for a residual resistivity of 0.1 µΩ cm and 70 per cent for 0.01 µΩ cm. The quadratic Lorenz ratio asks for far more: a residual resistivity well below 2×10⁻⁵ µΩ cm at 10 K, phonons kept in equilibrium, negligible umklapp, and almost no current loss through electron-electron collisions. The numerical output lists the values between 5 and 300 K.

Computed results

```
carrier density 2.00e+22 cm^-3; cells 2.50e+22 cm^-3
Theta 500 K; lambda 0.40; mass 1 m_e
mass density 5.0 g/cm^3
kF 8.398 nm^-1; qD 11.397 nm^-1; b 0.9210
Fermi energy 2.687 eV; coupling D 12.66 eV
vF 9.722e+05 m/s; sound speed 5744 m/s; c/vF 0.00591
Gamma 1.645e+14 s^-1; L0 2.4430e-08 V^2/K^2
A 248.8627; C grid 0.13152; C Ritz 0.13152
C from trial g=x 0.08698; C/C_trial 1.5120
(3/pi^2) C A = 9.9486
low-T powers: rho 4.9996, W 1.9998, L 1.9998
b halved: rho factor 0.5001, kappa factor 0.9999
L/L0 at T = 5 Theta: 0.9948
W/T^2 limit 2.3912e-06 m/(W K)
L/(L0 T^2) limit 3.6651e-05 K^-2
at 10 K: rho 2.1293e-05 uohm cm
at 10 K: kappa 4194.6 W/(m K)
at 10 K: W 2.3840e-04 m K/W
at 10 K: L/L0 full 0.00366, T^2 law 0.00367
T(K), rho(uohm cm), kappa(W/m/K), L/L0, T^2 law, L/L0 with residual
   5 6.682e-07 1.674e+04 0.00092 0.00092 0.9892
  10 2.129e-05 4195 0.00366 0.00367 0.9242
  20 6.701e-04 1058 0.01451 0.01466 0.6446
  30 4.946e-03 477.7 0.03224 0.03299 0.3891
  50 5.589e-02 182.3 0.08342 0.09163 0.1977
 100 7.730e-01 73.78 0.23345 0.36651 0.2557
 300 6.869e+00 77.52 0.72654 3.29860 0.7295
residual resistivity 0.10 uohm cm
lowest L/L0 with residual 0.1842 near 60 K
residual/phonon resistivity at 10 K 4.696e+03
phonon rates at 10 K: charge 1.200e+08, heat 3.282e+10 s^-1
electron-electron rate, rough, at 10 K 4.14e+09 s^-1
its ratio to charge rate 34.54, to heat rate 0.126
mean free path at 10 K: charge 8101.1 um, heat 29.62 um
smallest umklapp phonon 142.6 K
umklapp/normal resistivity at 5, 10, 20 K: 4.57e-08, 5.40e-03, 6.04e-01
longitudinal phonon heat conductivity 0.0311 W/(m K)
phonon path to electrons at 5 kT, 10 K: 54.4 nm
share removable by drag: rho 1.0000, W 2.51e-05
```
